# Virial theorem and energy rescaling for Hartree-Fock atoms

When a self-consistent calculation on an atom is stopped early, two questions have to be settled: whether the orbitals are good enough to keep, and what energy to quote for them. The kinetic energy $T$ and the potential energy $V$ of the orbitals help with both. In the non-relativistic Hartree-Fock model with a point nucleus, if $V$ is negative and differs from $-2T$, a uniform change of size lowers the energy, and the energy at the best size is $-V^2/(4T)$, with no further integrals to compute. This section proves both statements and establishes what they leave undecided.

## The energy functional

Consider a non-relativistic atom with a point nucleus of charge $Z$ fixed at the origin and Coulomb forces only. Atomic units are used in the algebra. Each orbital is a radial function $P_a(r)/r$ times a spherical harmonic and a spin function. The radial functions are real, vanish at $r=0$ and at infinity, and satisfy

$$\int_0^\infty P_aP_b\,dr=\delta_{ab}\qquad (l_a=l_b). \tag{1}$$

For different $l$ the angular factors already make the orbitals orthogonal. With $q_a$ electrons in shell $a$, the kinetic energy is

$$T=\sum_a q_a\int_0^\infty\left[\frac12\left(\frac{dP_a}{dr}\right)^2+\frac{l_a(l_a+1)}{2r^2}P_a^2\right]dr . \tag{2}$$

The first term comes from $-\tfrac12\int P_aP_a''\,dr$ by one integration by parts, whose boundary term vanishes. The potential energy is

$$V=-Z\sum_a q_a\int_0^\infty\frac{P_a^2}{r}\,dr+W . \tag{3}$$

The electron repulsion $W$, direct and exchange parts together, is a sum of Slater integrals with fixed numerical coefficients that result from the angular and spin integrations. Every one of these integrals has the form

$$R^k(ab,cd)=\int_0^\infty\!\!\int_0^\infty P_a(r)P_b(r')\,\frac{r_<^k}{r_>^{k+1}}\,P_c(r)P_d(r')\,dr\,dr', \tag{4}$$

where $r_<$ and $r_>$ are the smaller and the larger of $r$ and $r'$. The direct integrals are $F^k(a,b)=R^k(ab,ab)$ and the exchange integrals are $G^k(a,b)=R^k(ab,ba)$.

For beryllium, $1s^22s^2$, the coefficients follow from counting pairs. There is one pair within each shell and there are four pairs between the shells. Two of these four have parallel spins, and each of those contributes an exchange term with a minus sign:

$$W=F^0(1s,1s)+F^0(2s,2s)+4F^0(1s,2s)-2G^0(1s,2s). \tag{5}$$

The Hartree-Fock energy functional is $E=T+V$. Its minimum over all radial functions obeying (1), for the given configuration, is called $E_{\rm HF}$.

## Uniform scaling

Replace every radial function by

$$P_{a,\eta}(r)=\eta^{1/2}P_a(\eta r),\qquad \eta>0 . \tag{6}$$

A value $\eta>1$ contracts the atom and $\eta<1$ expands it. With $s=\eta r$ and $dr=ds/\eta$,

$$\int_0^\infty P_{a,\eta}P_{b,\eta}\,dr=\eta\int_0^\infty P_a(s)P_b(s)\,\frac{ds}{\eta}=\delta_{ab}, \tag{7}$$

so the constraints (1) survive. This requires the same $\eta$ for all orbitals of equal $l$; separate factors for $1s$ and $2s$ would in general spoil their orthogonality. The same substitution gives the mean radius $\int rP_{a,\eta}^2\,dr=\eta^{-1}\int sP_a^2\,ds$.

Now take the energy terms in turn. The chain rule gives $dP_{a,\eta}/dr=\eta^{3/2}P_a'(\eta r)$, where the prime is the derivative with respect to the argument. Therefore

$$\int_0^\infty\left(\frac{dP_{a,\eta}}{dr}\right)^2dr=\eta^3\int_0^\infty P_a'(s)^2\,\frac{ds}{\eta}=\eta^2\int_0^\infty P_a'(s)^2\,ds . \tag{8}$$

In the centrifugal and nuclear terms, $\eta\,dr=ds$ absorbs the normalization factor, and the powers of $r=s/\eta$ remain:

$$\int_0^\infty\frac{P_{a,\eta}^2}{r^2}\,dr=\eta^2\int_0^\infty\frac{P_a^2}{s^2}\,ds,\qquad
\int_0^\infty\frac{P_{a,\eta}^2}{r}\,dr=\eta\int_0^\infty\frac{P_a^2}{s}\,ds . \tag{9}$$

In a Slater integral the four factors $\eta^{1/2}$ give $\eta^2$, which is absorbed by $dr\,dr'=ds\,ds'/\eta^2$. Because $\eta$ is positive, the larger of $r,r'$ corresponds to the larger of $s,s'$, and the kernel becomes

$$\frac{r_<^k}{r_>^{k+1}}=\frac{(s_</\eta)^k}{(s_>/\eta)^{k+1}}=\eta\,\frac{s_<^k}{s_>^{k+1}} . \tag{10}$$

The factor is $\eta$ for every $k$, and it does not depend on which orbitals occupy the four places in (4). Exchange therefore scales as direct repulsion does. Collecting (8) to (10),

$$E(\eta)=\eta^2T+\eta V, \tag{11}$$

where $T$ and $V$ belong to the unscaled orbitals. No approximation has been made: the energy along the whole family (6) is a parabola fixed by two numbers.

Equation (11) rests on the Coulomb form of every interaction: in (9) and (10) each potential term varies as an inverse distance and therefore scales as $\eta$. A nucleus of finite radius, or a harmonic confining potential, would add a term that does not scale as $\eta$. A relativistic kinetic energy would not scale as $\eta^2$.

## The virial theorem

The radial Hartree-Fock equations state that $E$ is stationary under variations that respect (1). To see that scaling is such a variation, differentiate (6) at $\eta=1$:

$$\delta P_a=\left(\tfrac12P_a+rP_a'\right)\delta\eta . \tag{12}$$

For two orbitals of equal $l$, the first-order change of their overlap is

$$\int_0^\infty(\delta P_a\,P_b+P_a\,\delta P_b)\,dr
=\delta\eta\int_0^\infty\frac{d}{dr}\left(rP_aP_b\right)dr=0, \tag{13}$$

because $P_aP_b+r(P_aP_b)'$ is the derivative of $rP_aP_b$, which vanishes at both ends.

The link with the radial equations can be made explicit. Define the Fock operator $\mathcal F_a$ of shell $a$ by writing the first-order energy change as $\delta E=2\sum_aq_a\int\delta P_a\,\mathcal F_aP_a\,dr$. The radial equations are $q_a\mathcal F_aP_a=\sum_b\lambda_{ab}P_b$, where $b$ runs over shells with $l_b=l_a$. The multipliers $\lambda_{ab}$ are symmetric because the constraints (1) are. Inserting the equations and using this symmetry,

$$\delta E=2\sum_{ab}\lambda_{ab}\int_0^\infty\delta P_a\,P_b\,dr
=\sum_{ab}\lambda_{ab}\int_0^\infty(\delta P_a\,P_b+P_a\,\delta P_b)\,dr=0 \tag{14}$$

by (13). From (11), the same energy change is $\delta E=(2T+V)\,\delta\eta$. Hence a solution of the radial Hartree-Fock equations satisfies

$$V=-2T,\qquad E=T+V=-T=\tfrac12V . \tag{15}$$

The total energy of the solution is thus minus its kinetic energy. Physically, contraction costs kinetic energy in proportion to $\eta^2$ and gains potential energy in proportion to $\eta$. At the solution the two rates balance.

## Rescaling an unconverged solution

Let the orbitals now be any orthonormal set with $V<0$. Completing the square in (11) gives

$$E(\eta)=T\left(\eta+\frac{V}{2T}\right)^2-\frac{V^2}{4T}, \tag{16}$$

as expansion confirms: the cross term is $\eta V$, and the two constants $\pm V^2/(4T)$ cancel. Since $T>0$, the minimum lies at

$$\eta^*=-\frac{V}{2T},\qquad E^*=-\frac{V^2}{4T}. \tag{17}$$

The condition $V<0$ makes $\eta^*$ positive, as (6) requires. If $V\ge0$, the energy (11) is positive for every $\eta>0$ and falls towards zero as the atom is expanded without limit, so there is no best finite scale.

Setting $\eta=1$ in (16) gives the energy gained:

$$E-E^*=T\left(1+\frac{V}{2T}\right)^2=\frac{(2T+V)^2}{4T}\ge0 . \tag{18}$$

The ratio $-V/T$ shows the direction of the correction. Below 2 the best uniform change of size is an expansion; above 2 it is a contraction. An individual orbital may still need the opposite change.

The rescaled orbitals satisfy (1), so their energy cannot lie below the minimum of the functional. Together with (18),

$$E_{\rm HF}\le E^*\le E,\qquad E-E_{\rm HF}\ge\frac{(2T+V)^2}{4T}. \tag{19}$$

The second inequality is a lower bound on the remaining error, not an estimate of it. The functional contains the $q_a$ and $l_a$ but no principal quantum numbers, so $E_{\rm HF}$ belongs to the lowest state with these occupations. A solution such as $1s^23s^2$ is only a stationary point of the same functional (5), and (19) does not bound the error relative to it. In hydrogen, $P\propto r(1-r/3)e^{-r/2}$ has one node, like $2s$, but $T=7/24$ and $V=-1/2$ give $E^*=-3/14$ hartree, below the $2s$ energy $-1/8$. A large virial defect proves that the energy is poor, but a small defect does not prove that it is good. Indeed, the rescaled orbitals have kinetic energy $\eta^{*2}T=V^2/(4T)$ and potential energy $\eta^*V=-V^2/(2T)$. They obey $V=-2T$ whatever the quality of the starting set.

A one-electron ion shows the favourable limit. For $P\propto re^{-\zeta r}$ one has $T=\zeta^2/2$ and $V=-Z\zeta$. Equation (17) then gives $\eta^*=Z/\zeta$ and $E^*=-Z^2/2$, the exact energy for any starting $\zeta$. Here the shape was right and the size was the sole error.

In (17), $V$ must be computed from the same orbitals as $T$. During the iterations the orbitals are found in a potential built from earlier ones. An energy that still contains that earlier potential is not the functional $T+V$ of the present orbitals, so neither (11) nor the bound (19) applies to it.

## Beryllium after one pass

Start the self-consistent cycle for beryllium with no electron repulsion. The first pass then gives the orbitals of a single electron in the field of $Z=4$. An electron in shell $n$ has energy $-Z^2/(2n^2)$ and, by (15) applied to one electron, kinetic energy $Z^2/(2n^2)$. With two electrons in each shell,

$$T=2\cdot\frac{Z^2}{2}+2\cdot\frac{Z^2}{8}=\frac{5Z^2}{4}=20\ \text{hartree}, \tag{20}$$

which is 544.23 eV. The nuclear attraction is $-2T=-1088.46$ eV. The repulsion (5), evaluated by quadrature, is 171.00 eV. Hence

$$V=-1088.46+171.00=-917.46\ \text{eV},\qquad E=544.23-917.46=-373.23\ \text{eV}. \tag{21}$$

The ratio $-V/T$ is 1.686, so a uniform expansion lowers the energy. This is as expected, because the orbitals were computed without repulsion. From (17),

$$\eta^*=\frac{917.46}{2\times544.23}=0.8429,\qquad
E^*=-\frac{(917.46)^2}{4\times544.23}=-386.66\ \text{eV}, \tag{22}$$

or $-14.2096$ hartree. The gain from (18) is $(171.00)^2/(4\times544.23)=13.43$ eV. The scaled orbitals are those of a nucleus with charge $\eta^*Z=3.37$, so the rescaling has introduced one average screening for all four electrons.

The converged calculation gives $E_{\rm HF}=-396.55$ eV, or $-14.5730$ hartree, with $T=396.55$ eV and $V=-793.10$ eV, in agreement with (15). Relative to this energy, the error has fallen from 23.32 to 9.89 eV; rescaling removed 58 percent of it. The mean radii show part of what is still wrong:

| Orbitals | $1s$ (Å) | $2s$ (Å) |
|---|---:|---:|
| First pass | 0.198 | 0.794 |
| Rescaled | 0.235 | 0.942 |
| Converged | 0.220 | 1.402 |

Both radii grow by the factor $1/\eta^*=1.186$. Convergence requires a factor of about 1.11 for $1s$ and 1.77 for $2s$. The common scale therefore expands the inner shell too far and the outer shell too little. The screening differs between the shells, and a single number cannot represent that.

Later passes were made with a damped cycle, in which each new Fock matrix is averaged in equal parts with the one used before. The errors below are relative to $E_{\rm HF}$.

| Pass | $-V/T$ | Error of $E$ (eV) | Error of $E^*$ (eV) |
|---:|---:|---:|---:|
| 1 | 1.6858 | 23.321 | 9.889 |
| 2 | 1.8324 | 7.211 | 3.924 |
| 4 | 1.9525 | 0.798 | 0.563 |
| 8 | 1.9954 | 0.0144 | 0.0123 |

Write $-V/T=2-\delta$. Then $2T+V=T\delta$, and (18) becomes $E-E^*=T\delta^2/4$. At pass 8, $\delta=0.0046$ and $T$ is about 398 eV, which gives 0.0021 eV, the difference between the last two columns. That is about 15 percent of the error at this pass, against 58 percent at the first. In this run the remaining error is increasingly one of shape, which scaling cannot reach. Rescaling improves the energy of a calculation that has to stop, but here one more pass lowers the error further than rescaling does: pass 2 without rescaling is already better than pass 1 with it.

## Finite basis sets

The proof of (15) needs the scaled orbitals to be allowed trial functions. In a fixed finite basis they generally are not, and a fully converged solution can then violate the virial theorem.

Take the three functions $re^{-\lambda r}$, $r^2e^{-\lambda r}$ and $r^3e^{-\lambda r}$ for both beryllium orbitals. With $\lambda=2.835$ Å$^{-1}$ held fixed, the self-consistent energy is $-369.95$ eV and $-V/T=2.328$. More iterations cannot change this ratio, because the cycle has already converged. The defect belongs to the basis, and its sign says that the exponent is too small.

Optimizing $\lambda$ restores the theorem. Let $E_{\min}(\lambda)$ be the lowest energy in the basis with exponent $\lambda$, reached by orbitals with kinetic and potential energies $T$ and $V$. Scaling these orbitals by $\eta$ turns $e^{-\lambda r}$ into $e^{-\eta\lambda r}$ and changes the powers of $r$ by constant factors. The scaled orbitals therefore belong to the basis with exponent $\eta\lambda$, and

$$E_{\min}(\eta\lambda)\le\eta^2T+\eta V . \tag{23}$$

If $\lambda$ is the best exponent, the left side is at least $E_{\min}(\lambda)=T+V$. The parabola on the right then has its minimum at $\eta=1$, and its slope there, $2T+V$, must vanish.

In the example, rescaling the fixed-exponent solution by (17) lowers the energy to $-377.43$ eV. Re-solving at the best exponent, 3.839 Å$^{-1}$, gives $-384.19$ eV and $-V/T=2.000000$. Yet this energy is still 12.4 eV above $E_{\rm HF}$. A ratio of 2 certifies only that no uniform scaling can lower the energy; it says nothing more about the basis.

The numerical check checks the scaling laws by integrating scaled orbitals afresh, finds the minimum (17) by a direct search, and confirms the virial ratio for neon, where a $p$ shell is occupied.

For the two questions posed at the start, the ratio $-V/T$ can reject a set of orbitals but cannot approve it. If it differs from 2, the energy to quote is $-V^2/(4T)$, provided that the orbitals quoted with it are scaled by $\eta^*$ as well. If the cycle has converged and the ratio still differs from 2, the basis needs attention, through its exponents or its number of functions, not the number of iterations. These rules hold for all-electron, non-relativistic Hartree-Fock with Coulomb forces only. With a relativistic Hamiltonian, a core pseudopotential or a density functional that includes correlation, the energy does not scale as in (11), the converged ratio need not be 2 even in a large basis (about 2.01 for beryllium in the local density approximation, with the Kohn-Sham kinetic energy as $T$), and $-V^2/(4T)$ is not the energy to quote.

## Calculated quantities

```
Hartree energy: 27.211386 eV; Bohr radius: 0.529177 angstrom
Beryllium, nuclear charge Z = 4
First pass (bare-nucleus orbitals):
  kinetic energy T = 544.2277 eV
  nuclear attraction = -1088.4554 eV
  electron repulsion = 170.9965 eV
  potential energy V = -917.4590 eV
  energy T + V = -373.2313 eV
  ratio -V/T = 1.685800
  best scale eta = 0.842900; by direct search 0.842900
  rescaled energy -V^2/(4T) = -386.6630 eV = -14.209605 hartree
  minimum by direct search = -386.6630 eV
  rescaled T = 386.6630 eV, rescaled V = -773.3261 eV
  energy gain = 13.4318 eV
  share of the error removed = 57.60 percent
Converged Hartree-Fock:
  T = 396.5522 eV, V = -793.1043 eV
  energy = -396.5522 eV = -14.573023 hartree
  ratio -V/T = 2.000000019
  energy in Gaussian basis = -396.5521 eV
Mean radii in angstrom (1s, 2s):
  first pass: 0.1984, 0.7938
  rescaled: 0.2354, 0.9417
  converged: 0.2196, 1.4020
Pass, -V/T, error of E (eV), error of -V^2/(4T) (eV):
  1  1.685800  23.32090  9.88912
  2  1.832353  7.21115  3.92448
  3  1.911119  2.35532  1.50085
  4  1.952509  0.79766  0.56338
  6  1.985725  0.10153  0.08105
  8  1.995419  0.01438  0.01229
Three-function basis, self-consistent:
  fixed exponent 2.8346 per angstrom: E = -369.9482 eV, -V/T = 2.327678
  its rescaled energy = -377.4278 eV
  best exponent 3.8392 per angstrom: E = -384.1874 eV, -V/T = 2.000000
p-type test, eta = 0.8: centrifugal ratio 0.640000
  Slater integral ratios, k = 0, 1, 2: 0.800000, 0.800000, 0.800000
Neon, Gaussian basis: E = -3497.944 eV, -V/T = 2.0000003
```
